**Image plane from energy and from induced charge**

The program tests that a charge at distance $d$ from a planar contact has the asymptotic energy $-e^2/[16\pi\varepsilon_s(d-z_0)]$, where $\varepsilon_s$ is the semiconductor permittivity and $z_0$ is the centroid of the total charge induced by a uniform field. For an abrupt contact and one with gap states, it computes the energy by finite differences with an explicit charged sheet. It asserts that the effective plane at 10 nm agrees with the centroid plus the next correction, whose coefficient is $M$. The centroids are −0.77 nm for the abrupt contact and +0.53 nm with gap states. A hard-wall quantum electron gas in vacuum tests nonlocal response; its centroid and its effective plane at 5 nm are both −0.158 nm. For the gap-state contact at 0.1 MV/cm, the program also asserts that the full barrier lowering agrees within 3% with the formula that contains no $z_0$: the values are 35.5 and 35.1 meV. The abrupt contact shows no interior barrier maximum on the sampled range, although the asymptotic formula suggests one.

## Program and output

```python
"""Image plane of a planar metal contact.
Result under test: a charge e at distance d from the interface has energy
    W = -e^2/(16 pi eps_s (d-z0)) + higher orders,
where z0 is the centroid of the TOTAL charge induced by a uniform field.
z > 0 is the semiconductor; lengths are in nm and energies in eV.
psi is the potential for unit outside field, zero deep in the metal.
M is the coefficient of the next correction: W is multiplied by
1 + 3M/(2 D^3), with D = d-z0.
Local screening is tested by finite differences with an explicit charge;
nonlocal screening is tested with a hard-wall quantum electron gas.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.special import polygamma

# Inputs: rough values for a silicide-like metal on silicon
carrier_density = 3e22       # cm^-3
eps_s, eps_m = 11.7, 1.0     # relative permittivities
field_MV_cm = 0.1
gap_density = 4e14           # eV^-1 cm^-2
gap_decay = 0.3              # nm
doping = 1e17                # cm^-3
temperature = 300.0          # K
light_mass, heavy_mass = 0.19, 0.98

e, eps0, hbar = const.e, const.epsilon_0, const.hbar
coulomb = e / (4 * np.pi * eps0) * 1e9       # eV nm
bohr = const.physical_constants["Bohr radius"][0] * 1e9
k_fermi = (3 * np.pi**2 * carrier_density * 1e-21)**(1 / 3)
metal_screen = 4 * k_fermi / (np.pi * bohr)  # nm^-2
screen_length = np.sqrt(eps_m / metal_screen)
step, metal_depth = 0.005, 1.5


def layers(end, states):
    """Grid, permittivities and local screening strength up to z=end."""
    zero = round(metal_depth / step)
    count = zero + round(end / step) + 1
    z = (np.arange(count) - zero) * step
    left = np.where(z - step / 2 < 0, eps_m, eps_s)
    right = np.where(z + step / 2 < 0, eps_m, eps_s)
    strength = e * states * 1e4 / eps0 * 1e-9 / gap_decay
    gap = strength * np.exp(-np.maximum(z, 0) / gap_decay)
    screen = np.where(z < 0, metal_screen, gap)
    screen[zero] = (metal_screen + gap[zero]) / 2
    return z, left, right, (left + right) / 2, screen


def solve_potential(k, grid, uniform):
    """Unit outside field, or a unit charged sheet at the last node."""
    z, left, right, eps, screen = grid
    outer = right.copy()
    mu = 2 * np.arcsinh(k * step / 2)
    outer[-1] = 0.0 if uniform else eps_s * (1 - np.exp(-mu))
    band = np.zeros((3, len(z)))
    band[1] = (left + outer) / step**2 + k**2 * eps + screen
    band[0, 1:] = -right[:-1] / step**2
    band[2, :-1] = -left[1:] / step**2
    source = np.zeros(len(z))
    source[-1] = (eps_s if uniform else 1.0) / step
    return solve_banded((1, 1), band, source)


def uniform_response(states, end=6.0):
    """Total-charge centroid, free-charge centroid, M, grid and psi."""
    grid = layers(end, states)
    z, _, _, eps, screen = grid
    psi = solve_potential(0.0, grid, True)
    padded = np.concatenate(([0.0], psi, [psi[-1] + step]))
    charge = -np.diff(np.diff(padded) / step)
    centroid = np.sum(z * charge) / np.sum(charge)
    free = screen * psi
    free_centroid = np.sum(z * free) / np.sum(free)
    integral = np.trapezoid(eps / eps_s * psi**2, z) \
        if hasattr(np, "trapezoid") else np.trapz(eps / eps_s * psi**2, z)
    third = integral - (end - centroid)**3 / 3
    return centroid, free_centroid, third, z, psi


nodes, weights = np.polynomial.laguerre.laggauss(32)


def image_energy(d, states):
    """Half the charge times the induced potential at the charge."""
    grid = layers(d, states)
    total = 0.0
    for x, weight in zip(nodes, weights):
        k = x / (2 * d)
        mu = 2 * np.arcsinh(k * step / 2)
        bare = step / (2 * eps_s * np.sinh(mu))
        induced = solve_potential(k, grid, False)[-1] - bare
        total += weight * np.exp(x) * k * induced / (2 * d)
    return coulomb * total


image_constant = coulomb / (4 * eps_s)       # eV nm


def effective_plane(d, states):
    return d + image_constant / image_energy(d, states)


# Local-screening tests: abrupt contact and contact with gap states
results = {}
for name, states in (("abrupt", 0.0), ("gap states", gap_density)):
    z0, free_z, third, z_grid, psi = uniform_response(states)
    planes = [effective_plane(d, states) for d in (3.0, 5.0, 10.0)]
    predicted = z0 + 1.5 * third / (10.0 - z0)**2
    correction = abs(predicted - z0)
    assert abs(planes[-1] - predicted) < 0.05 * correction + 2e-5
    assert abs(planes[-1] - z0) < 0.05 * abs(free_z - z0)
    results[name] = (z0, free_z, third, z_grid, psi, planes, predicted)
abrupt_formula = -eps_s * screen_length / eps_m
assert abs(results["abrupt"][0] / abrupt_formula - 1) < 0.005

# Quantum test: hard-wall slab in vacuum, equal fields on both faces
slab, p_max = 8.0, 600
occupied = int(k_fermi * slab / np.pi)
orders = np.arange(0, p_max + 1, 2)
waves = orders * np.pi / slab
norms = np.where(orders == 0, slab, slab / 2)


def quantum_response(k):
    """Surface potential length, midpoint value and charge centroid depth."""
    n = np.arange(1, occupied + 1)[:, None]
    m = np.arange(1, p_max + occupied + 1)[None, :]
    n, m = np.broadcast_arrays(n, m)
    even = (n + m) % 2 == 0
    n, m = n[even], m[even]
    qn2, qm2 = (n * np.pi / slab)**2, (m * np.pi / slab)**2
    radius2 = k_fermi**2 - qn2
    gap = qm2 - qn2 + k**2
    root2 = gap**2 - 4 * radius2 * k**2
    regular = 2 * np.pi * radius2 * np.sign(gap) / (
        np.abs(gap) + np.sqrt(np.maximum(root2, 0)))
    integral = np.where(root2 > 0, regular, np.pi * gap / (2 * k**2))
    strength = 8 / (np.pi * bohr) * integral
    low, high = np.abs(n - m), n + m
    low_part = np.where(low == 0, 1.0, 0.5) * (low <= p_max)
    high_part = -0.5 * (high <= p_max)
    parts = ((np.where(low <= p_max, low, 0) // 2, low_part),
             (np.where(high <= p_max, high, 0) // 2, high_part))
    response = np.zeros((len(orders), len(orders)))
    for i, a in parts:
        for j, b in parts:
            np.add.at(response, (i, j), strength * a * b)
    matrix = response + np.diag((waves**2 + k**2) * norms)
    coeff = np.linalg.solve(matrix, np.full(len(orders), 2.0))
    tail = slab / np.pi**2 * float(polygamma(1, p_max / 2 + 1))
    length = np.sum(coeff) + tail
    midpoint = np.sum(coeff * np.cos(waves * slab / 2))
    z = np.linspace(slab / 2, slab, 2001)
    density = np.cos(np.outer(z, waves)) @ (response @ coeff / norms)
    trap = np.ones(len(z))
    trap[[0, -1]] = 0.5
    depth = slab - np.sum(trap * z * density) / np.sum(trap * density)
    return length, midpoint, depth


length0, midpoint, quantum_depth = quantum_response(1e-6)
assert abs(midpoint) < 0.02 * quantum_depth
assert abs(length0 - quantum_depth) < 0.02 * quantum_depth
small_k = 0.05
length_small = quantum_response(small_k)[0]
reflection = (1 - small_k * length_small) / (1 + small_k * length_small)
slope_plane = np.log(reflection) / (2 * small_k)
assert abs(slope_plane + quantum_depth) < 0.03 * quantum_depth
q_nodes, q_weights = np.polynomial.laguerre.laggauss(20)
q_distance, q_sum = 5.0, 0.0
for x, weight in zip(q_nodes, q_weights):
    k = x / (2 * q_distance)
    length = quantum_response(k)[0]
    q_sum += weight * (1 - k * length) / (1 + k * length)
quantum_plane = q_distance * (1 - 1 / q_sum)
assert abs(quantum_plane + quantum_depth) < 0.05 * quantum_depth

# Barrier: image energy plus the actual screened applied potential
field = field_MV_cm * 0.1                    # V/nm
top_distance = np.sqrt(image_constant / field)
lowering = 2 * np.sqrt(image_constant * field)
positions = np.arange(10, 46) * 0.1


def barrier_profile(name, states, points):
    z_grid, psi = results[name][3:5]
    energies = [image_energy(x, states) for x in points]
    return np.array(energies) - field * np.interp(points, z_grid, psi)


profile = barrier_profile("gap states", gap_density, positions)
fine = np.linspace(positions[0], positions[-1], 20001)
smooth = CubicSpline(positions, profile)(fine)
top = int(np.argmax(smooth))
full_position, full_lowering = fine[top], -smooth[top]
gap_plane = results["gap states"][0]
assert 0 < top < len(fine) - 1
assert abs(full_lowering / lowering - 1) < 0.03
assert abs(full_position - gap_plane - top_distance) < 0.15
abrupt_points = np.arange(3, 46) * 0.1
abrupt_profile = barrier_profile("abrupt", 0.0, abrupt_points)
rise = np.diff(abrupt_profile)
abrupt_maxima = int(np.sum((rise[:-1] > 0) & (rise[1:] < 0)))

# Sizes of neglected effects
thermal = const.k * temperature / e          # eV


def tunnelling(mass):
    curvature = 2 * field / top_distance * e * 1e18
    omega = np.sqrt(curvature / (mass * const.m_e))
    ratio = hbar * omega / (2 * thermal * e)
    assert ratio < np.pi
    return ratio / np.sin(ratio)


light_factor, heavy_factor = tunnelling(light_mass), tunnelling(heavy_mass)
field_change = e * doping * 1e6 * full_position * 1e-9 / (
    eps_s * eps0 * field * 1e9)
peak_field = 2 * coulomb / (eps_s * top_distance**2)
speed = np.sqrt(const.k * temperature / (light_mass * const.m_e))
transit = top_distance * 1e-9 / speed * 1e15
plasma = np.sqrt(carrier_density * 1e6 * e**2 / (eps0 * const.m_e))
half_states = uniform_response(gap_density / 2)[0]
double_states = uniform_response(gap_density * 2)[0]


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Metal carrier density", carrier_density, "cm^-3")
show("Silicon relative permittivity", eps_s)
show("Metal background relative permittivity", eps_m)
show("Gap-state density", gap_density, "eV^-1 cm^-2")
show("Gap-state decay length", gap_decay, "nm")
show("Applied field", field_MV_cm, "MV/cm")
show("Temperature", temperature, "K")
show("Doping", doping, "cm^-3")
show("Fermi wave number", k_fermi, "nm^-1")
show("Metal screening length", screen_length, "nm")
show("Abrupt plane, closed formula", abrupt_formula, "nm")
for name in results:
    z0, free_z, third, _, _, planes, predicted = results[name]
    show(f"{name}: total-charge centroid", z0, "nm")
    show(f"{name}: free-charge centroid", free_z, "nm")
    show(f"{name}: coefficient M", third, "nm^3")
    for d, plane in zip((3, 5, 10), planes):
        show(f"{name}: plane from W at {d} nm", plane, "nm", 5)
    show(f"{name}: predicted plane at 10 nm", predicted, "nm", 5)
show("Quantum vacuum: charge centroid", -quantum_depth, "nm")
show("Quantum vacuum: plane from small k", slope_plane, "nm")
show("Quantum vacuum: plane from W at 5 nm", quantum_plane, "nm")
show("Quantum slab: midpoint psi", midpoint, "nm", 2)
show("Image constant e^2/(16 pi eps_s)", image_constant * 1e3, "meV nm")
show("Barrier top distance from image plane", top_distance, "nm")
show("Barrier lowering, formula", lowering * 1e3, "meV")
show("Gap states: top position, formula", gap_plane + top_distance, "nm")
show("Gap states: top position, full", full_position, "nm")
show("Gap states: lowering, full", full_lowering * 1e3, "meV")
show("Spurious shift e F z0, gap states", field * gap_plane * 1e3, "meV")
show("Abrupt: top position, formula",
     results["abrupt"][0] + top_distance, "nm")
print("Abrupt: interior maxima from 0.3 to 4.5 nm:", abrupt_maxima)
show("Plane with half the gap states", half_states, "nm")
show("Plane with twice the gap states", double_states, "nm")
show("Gap-state fraction beyond barrier top",
     np.exp(-full_position / gap_decay), "", 2)
show("Tunnelling factor, mass 0.19", light_factor)
show("Tunnelling factor, mass 0.98", heavy_factor)
show("Tunnelling as lowering, mass 0.19",
     thermal * np.log(light_factor) * 1e3, "meV")
show("Field change from dopants up to top", 100 * field_change, "%", 2)
show("Peak field of charge at image plane", peak_field, "V/nm", 3)
show("Peak field times gap-state decay",
     peak_field * gap_decay * 1e3, "meV", 3)
show("Thermal transit time, mass 0.19", transit, "fs", 3)
show("Metal inverse plasma frequency", 1e15 / plasma, "fs", 3)
print("all assertions hold")
```

It prints:

```
Metal carrier density: 3e+22 cm^-3
Silicon relative permittivity: 11.7
Metal background relative permittivity: 1
Gap-state density: 4e+14 eV^-1 cm^-2
Gap-state decay length: 0.3 nm
Applied field: 0.1 MV/cm
Temperature: 300 K
Doping: 1e+17 cm^-3
Fermi wave number: 9.613 nm^-1
Metal screening length: 0.06575 nm
Abrupt plane, closed formula: -0.7693 nm
abrupt: total-charge centroid: -0.7688 nm
abrupt: free-charge centroid: -0.06571 nm
abrupt: coefficient M: -0.1498 nm^3
abrupt: plane from W at 3 nm: -0.78633 nm
abrupt: plane from W at 5 nm: -0.77584 nm
abrupt: plane from W at 10 nm: -0.77073 nm
abrupt: predicted plane at 10 nm: -0.7707 nm
gap states: total-charge centroid: 0.5258 nm
gap states: free-charge centroid: 0.5737 nm
gap states: coefficient M: 0.08938 nm^3
gap states: plane from W at 3 nm: 0.55048 nm
gap states: plane from W at 5 nm: 0.53298 nm
gap states: plane from W at 10 nm: 0.52731 nm
gap states: predicted plane at 10 nm: 0.5273 nm
Quantum vacuum: charge centroid: -0.1582 nm
Quantum vacuum: plane from small k: -0.1582 nm
Quantum vacuum: plane from W at 5 nm: -0.1582 nm
Quantum slab: midpoint psi: 2.8e-05 nm
Image constant e^2/(16 pi eps_s): 30.77 meV nm
Barrier top distance from image plane: 1.754 nm
Barrier lowering, formula: 35.08 meV
Gap states: top position, formula: 2.28 nm
Gap states: top position, full: 2.327 nm
Gap states: lowering, full: 35.45 meV
Spurious shift e F z0, gap states: 5.258 meV
Abrupt: top position, formula: 0.9853 nm
Abrupt: interior maxima from 0.3 to 4.5 nm: 0
Plane with half the gap states: 0.2976 nm
Plane with twice the gap states: 0.7391 nm
Gap-state fraction beyond barrier top: 0.00043
Tunnelling factor, mass 0.19: 1.354
Tunnelling factor, mass 0.98: 1.057
Tunnelling as lowering, mass 0.19: 7.843 meV
Field change from dopants up to top: 3.6 %
Peak field of charge at image plane: 0.08 V/nm
Peak field times gap-state decay: 24 meV
Thermal transit time, mass 0.19: 11.3 fs
Metal inverse plasma frequency: 0.102 fs
all assertions hold
```
